# When a zero-phonon line survives in cold and warm crystals, part 1

(Sections cited here and not found follow in the second part.)

## Part one: from the coupling to the two thresholds

**Q.** You say that soft phonons can remove the zero-phonon line of a defect, and that warmth makes this easier. Before I object, tell me which model you mean.

**A.** One electronic transition, from a state g to a state e, in a harmonic crystal. The phonon Hamiltonians in the two states are

$$H_g=\sum_k\hbar\omega_k b_k^\dagger b_k,\qquad H_e=E_0+H_g+\sum_k g_k(b_k+b_k^\dagger).$$

The couplings $g_k$ are energies, taken real because a phase can be absorbed in $b_k$. The coupling is strictly linear, so the excitation shifts the equilibrium positions but changes no frequency. I also assume that the optical matrix element doesn't depend on the lattice coordinates, which is the Condon approximation, and that the phonons start in thermal equilibrium in state g.

**Q.** And what measures how soft the coupled phonons are?

**A.** The squared-coupling density

$$J(\omega)=\sum_k\left(\frac{g_k}{\hbar}\right)^2\delta(\omega-\omega_k).$$

In the infinite crystal it becomes a function, which I take to be

$$J(\omega)=\alpha\,\omega_c^{1-s}\omega^s f(\omega/\omega_c),\qquad \alpha>0,\quad s>0,$$

with $f(0)=1$, $f$ continuous at zero, and $J$ integrable at high frequency. The number $\alpha$ is dimensionless and $\omega_c$ is a cutoff frequency.

**Q.** Others plot the density of Huang-Rhys factors. Is your $s$ their exponent?

**A.** No. The Huang-Rhys factor of one mode is $S_k=(g_k/\hbar\omega_k)^2$, so its density is $J/\omega^2$, which goes as $\omega^{s-2}$. Any threshold quoted for $s$ has to be lowered by two if it is to be read as an exponent of that density.

**Q.** Where is the zero-phonon line supposed to lie? The coupling moves the levels.

**A.** Complete the square in each mode. With $\sigma_k=g_k/\hbar\omega_k$,

$$\hbar\omega_k b_k^\dagger b_k+g_k(b_k+b_k^\dagger)=\hbar\omega_k(b_k^\dagger+\sigma_k)(b_k+\sigma_k)-\frac{g_k^2}{\hbar\omega_k},$$

because the cross terms have coefficient $\hbar\omega_k\sigma_k=g_k$ and the constant $\hbar\omega_k\sigma_k^2=g_k^2/\hbar\omega_k$ must be removed again. The shifted oscillators have the old frequencies. A transition that leaves every occupation number unchanged therefore costs $E_0-\lambda$, where

$$\lambda=\sum_k\frac{g_k^2}{\hbar\omega_k}=\hbar\int_0^\infty\frac{J(\omega)}{\omega}\,d\omega.$$

Near zero the integrand goes as $\omega^{s-1}$, so $\lambda$ is finite for every $s>0$. That is why I require $s>0$: the line has a definite place even when it has no strength. From here on I measure the transition energy $\varepsilon$ from $E_0-\lambda$.

**Q.** A position is not a line. How do you get the strength?

**A.** From the normalized spectrum. With thermal probabilities $p_i$ for the initial phonon states,

$$A(\varepsilon)=\sum_{i,f}p_i|\langle f|i\rangle|^2\,\delta\big(\varepsilon-E_f+E_i+E_0-\lambda\big).$$

Completeness of the final states makes its integral one. Its Fourier transform is

$$G(t)=\int A(\varepsilon)e^{-i\varepsilon t/\hbar}d\varepsilon=e^{i(E_0-\lambda)t/\hbar}\left\langle e^{iH_gt/\hbar}e^{-iH_et/\hbar}\right\rangle,$$

where the brackets are the thermal average in state g. The modes are independent, so $G$ is a product of factors $G_k$, one for each mode.

**Q.** Show me one factor, and don't skip the ordering of the operators.

**A.** I drop the index $k$. Let $D=e^{\sigma(b^\dagger-b)}$, for which $D^\dagger bD=b+\sigma$. The shifted oscillator is $\hbar\omega D^\dagger b^\dagger bD$, and its constant has already been taken into $\lambda$. Hence

$$G_k=\left\langle e^{i\omega tb^\dagger b}D^\dagger e^{-i\omega tb^\dagger b}D\right\rangle=\langle e^{X}e^{Y}\rangle,$$

$$X=-\sigma(b^\dagger e^{i\omega t}-be^{-i\omega t}),\qquad Y=\sigma(b^\dagger-b).$$

The commutator is a number. Using $[b,b^\dagger]=1$,

$$[X,Y]=-\sigma^2\left(-e^{i\omega t}[b^\dagger,b]-e^{-i\omega t}[b,b^\dagger]\right)=-\sigma^2(e^{i\omega t}-e^{-i\omega t})=-2iS\sin\omega t,$$

with $S=\sigma^2$. For a commutator that is a number, $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$, so

$$G_k=e^{-iS\sin\omega t}\left\langle e^{\eta b^\dagger-\eta^*b}\right\rangle,\qquad \eta=\sigma(1-e^{i\omega t}).$$

**Q.** The remaining average is where the temperature enters. Don't just quote it.

**A.** Let $n=1/(e^{\hbar\omega/kT}-1)$. A thermal oscillator is a Gaussian mixture of coherent states $|\beta\rangle$ with weight $e^{-|\beta|^2/n}/(\pi n)$. To see this, integrate over the phase of $\beta$, which removes the off-diagonal elements. The probability of $m$ quanta is then

$$\frac1n\int_0^\infty e^{-r/n}e^{-r}\frac{r^m}{m!}\,dr=\frac1n\left(1+\frac1n\right)^{-m-1}=\frac{n^m}{(n+1)^{m+1}},$$

which is the thermal distribution. In one coherent state,

$$\langle\beta|e^{\eta b^\dagger-\eta^*b}|\beta\rangle=e^{-|\eta|^2/2}e^{\eta\beta^*-\eta^*\beta}=e^{-|\eta|^2/2}e^{2iu},\qquad u=\mathrm{Im}(\eta\beta^*).$$

The first factor comes from putting $b^\dagger$ to the left of $b$. Each Cartesian part of $\beta$ has variance $n/2$, so $u$ is Gaussian with variance $|\eta|^2n/2$, and the average of $e^{2iu}$ is $e^{-n|\eta|^2}$. The whole average is $e^{-|\eta|^2(2n+1)/2}$. Since $|\eta|^2=2S(1-\cos\omega t)$,

$$G_k=\exp\{-S[(2n+1)(1-\cos\omega t)+i\sin\omega t]\}.$$

**Q.** Then the crystal follows by multiplication?

**A.** Yes. With $2n+1=\coth(\hbar\omega/2kT)$ and $\sum_kS_k\delta(\omega-\omega_k)=J/\omega^2$, we have $G=e^{-\Phi}$ and

$$\Phi(t)=\int_0^\infty\frac{J(\omega)}{\omega^2}\left[\coth\frac{\hbar\omega}{2kT}\,(1-\cos\omega t)+i\sin\omega t\right]d\omega.$$

At $T=0$ the hyperbolic cotangent is one.

**Q.** You divide by $\omega^2$, and the cotangent adds another inverse power. Perhaps the integral is infinite and the spectrum meaningless.

**A.** At fixed $t$ it is finite. Near zero, $\coth y\le1+1/y$ contributes at worst $1/\omega$, while $1-\cos\omega t\le\omega^2t^2/2$ supplies $\omega^2$. The real integrand is then bounded by a constant times $\omega^{s-1}$, which is integrable for $s>0$. The sine term behaves as $\omega^{s-2}\omega=\omega^{s-1}$ as well. At high frequency $J/\omega^2$ is integrable because $J$ is.

The same bounds let me take $t\to0$ under the integral, so $G$ is continuous there, with $G(0)=1$. I assume that the modes of a growing crystal fill in so that the finite sums for $\Phi$ tend to this integral. Lévy's continuity theorem then says that the limit $G$ is the transform of a probability distribution, and that the finite-crystal spectra converge to it. The infinite crystal has a proper spectrum for every $s>0$.

**Q.** A proper spectrum can still hide a very narrow peak. How do you separate a true line from a narrow band?

**A.** By a long time average. A true line is a delta peak, a single energy carrying finite probability. For any $\varepsilon_0$,

$$\frac1{2\tau}\int_{-\tau}^{\tau}G(t)e^{i\varepsilon_0t/\hbar}dt=\int A(\varepsilon)\,\frac{\sin[(\varepsilon_0-\varepsilon)\tau/\hbar]}{(\varepsilon_0-\varepsilon)\tau/\hbar}\,d\varepsilon.$$

The quotient is never larger than one in magnitude. As $\tau\to\infty$ it tends to zero for $\varepsilon\ne\varepsilon_0$ and stays at one for $\varepsilon=\varepsilon_0$. By dominated convergence the average tends to the probability sitting at $\varepsilon_0$. A narrow band of nonzero width gives zero.

**Q.** So everything hangs on whether $G$ keeps a value at long times.

**A.** It does, and the deciding quantity is

$$Z=\int_0^\infty h(\omega)\,d\omega,\qquad h(\omega)=\frac{J(\omega)}{\omega^2}\coth\frac{\hbar\omega}{2kT}.$$

Suppose first that $Z$ is finite. Then $h$ is integrable, and so is $J/\omega^2\le h$. The Riemann-Lebesgue lemma says that the Fourier integral of an integrable function vanishes at large $t$. The cosine and sine terms therefore disappear and $G(t)\to e^{-Z}$, for both signs of time because $G(-t)=G^*(t)$. The time average gives probability $e^{-Z}$ at $\varepsilon=0$. At any other energy the oscillating factor averages the constant to zero. There is one delta peak, with weight $e^{-Z}$.

**Q.** And if $Z$ is infinite? You can't apply that lemma to a function that isn't integrable.

**A.** I apply it to a part that is. The real integrand is nowhere negative, so I may discard all frequencies below some $\delta>0$:

$$\mathrm{Re}\,\Phi(t)\ge\int_\delta^\infty h(\omega)(1-\cos\omega t)\,d\omega\;\longrightarrow\;\int_\delta^\infty h(\omega)\,d\omega\quad(t\to\infty).$$

The right side is finite for each $\delta$, but grows without bound as $\delta\to0$. Hence $\mathrm{Re}\,\Phi$ eventually exceeds any number, $|G|\to0$, and every time average vanishes. There is then no delta peak at the expected energy or anywhere else.

**Q.** Good. Now I want the exponents, with the borderline cases.

In the infinite crystal with linear coupling, the zero-phonon line exists if and only if $Z$ is finite, and its weight is then $e^{-Z}$. It remains to find which exponents $s$ keep $Z$ finite at zero and at nonzero temperature, and what replaces the line when it is lost.
